\section*{Hydrogen capture resistance of interface traps under silicon dioxide}

\section*{Problem}

A thermal oxide of thickness $t=100$ nm on silicon is exposed at 300 K to neutral atomic hydrogen, which keeps the concentration at the top of the oxide at $c_0=10^{14}\ \mathrm{cm^{-3}}$. The atoms diffuse with diffusivity $D=10^{-8}\ \mathrm{cm^2/s}$. The silicon interface reflects them except at dangling-bond traps. Each trap is modelled as a disc of radius $a=0.3$ nm that captures every atom reaching it, and the trap density is $N=10^{12}\ \mathrm{cm^{-2}}=0.010\ \mathrm{nm^{-2}}$.

\begin{enumerate}
\item At what rate does one disc capture hydrogen?
\item What thickness of oxide has the same diffusion resistance as the whole set of traps, and what flux do they capture?
\item How does the answer change when the discs compete, when the atoms move by finite hops, and when bonding is not immediate?
\item Which other processes could spoil the estimate?
\end{enumerate}

\section*{Solution}

\subsection*{1. One disc}

Let $z$ be the height above the interface and $\rho$ the distance from the disc axis. In the steady state $\nabla^2c=0$. The conditions are $c=0$ on the disc, $\partial c/\partial z=0$ on the rest of the plane, and $c\to c_i$ far away. Oblate spheroidal coordinates fit both parts of the plane:
\begin{equation}
\rho=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta,\qquad \xi\ge0,\quad 0\le\eta\le1 .
\end{equation}
The disc is $\xi=0$, where $\rho=a\sqrt{1-\eta^2}\le a$. The rest of the plane is $\eta=0$, where $\rho=a\sqrt{1+\xi^2}\ge a$. The scale factors are
\begin{equation}
h_\xi=a\sqrt{\frac{\xi^2+\eta^2}{1+\xi^2}},\qquad
h_\eta=a\sqrt{\frac{\xi^2+\eta^2}{1-\eta^2}},\qquad h_\phi=\rho .
\end{equation}
Try a concentration that depends on $\xi$ alone. It has no gradient along $\eta$, so the reflecting condition holds. Since $h_\eta h_\phi/h_\xi=a(1+\xi^2)$, Laplace's equation becomes
\begin{equation}
\frac{d}{d\xi}\left[(1+\xi^2)\frac{dc}{d\xi}\right]=0
\quad\Rightarrow\quad c=\frac{2c_i}{\pi}\arctan\xi .
\end{equation}
The constants follow from $c=0$ at $\xi=0$ and $c\to c_i$ as $\xi\to\infty$.

On the disc $h_\xi=a\eta=\sqrt{a^2-\rho^2}$, so the flux density into it is
\begin{equation}
D\frac{\partial c}{\partial z}=\frac{D}{h_\xi}\frac{dc}{d\xi}\bigg|_{\xi=0}
=\frac{2Dc_i}{\pi\sqrt{a^2-\rho^2}} .
\end{equation}
It diverges at the rim, but its integral is finite:
\begin{equation}
k=\int_0^a\frac{2Dc_i}{\pi\sqrt{a^2-\rho^2}}\,2\pi\rho\,d\rho
=4Dc_i\left[-\sqrt{a^2-\rho^2}\right]_0^a=4Dac_i .
\label{eq:disc}
\end{equation}
The rate grows with the radius, not with the area: a larger disc has more surface, but the concentration gradient at it is weaker in proportion to $1/a$.

\subsection*{2. The equivalent oxide}

If the discs do not disturb one another, the captured flux per unit area is $J=4DaNc_i$, where $c_i$ is the concentration extrapolated to the interface from well above the discs. A slab of thickness $L$ with the same concentration drop carries $J=Dc_i/L$. Equating the two gives
\begin{equation}
L=\frac{1}{4aN}=\frac{1}{4(0.3\ \mathrm{nm})(0.010\ \mathrm{nm^{-2}})}=83.3\ \mathrm{nm}.
\label{eq:L}
\end{equation}

The real oxide lies in series with this resistance. Its flux is $J=D(c_0-c_i)/t$, and $c_i=JL/D$, so
\begin{equation}
J=\frac{Dc_0}{t+L}=\frac{(10^6\ \mathrm{nm^2/s})(10^{-7}\ \mathrm{nm^{-3}})}{183.3\ \mathrm{nm}}
=5.5\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}},
\end{equation}
or $5.5\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}$. The traps contribute $L/(t+L)=45\%$ of the total resistance. They cover 0.28\% of the interface, yet they capture 55\% of the flux that a fully absorbing interface would take under the same oxide.

The diffusivity has cancelled from $L$. Replacing hydrogen by deuterium therefore leaves the equivalent thickness unchanged in this model, while the flux follows $D$. If $D$ varies as the inverse square root of the mass, the deuterium flux is 0.71 of the hydrogen flux at equal $c_0$ and $t$.

\subsection*{3. Three corrections}

\paragraph{Competition between discs.}
Let disc $i$ capture at the rate $Dq_i$. At a distance $r\gg a$ its flux crosses a hemisphere of area $2\pi r^2$, so it lowers the concentration by $q_i/(2\pi r)$. The mean flux of all discs is already contained in the linear profile that defines $c_i$, so the mean must be removed from the sum over neighbours. With $G_{ij}$ denoting this corrected sum, including periodic images,
\begin{equation}
\frac{q_i}{4a}+\sum_jG_{ij}q_j=c_i .
\label{eq:many}
\end{equation}
Here $c_i$ on the right is the common extrapolated concentration, the same for every disc. In a square array all $q_i$ are equal, and by dimensions the sum of $G_{ij}$ is $-\gamma\sqrt N$. With $J=DNq$,
\begin{equation}
L=\frac{Dc_i}{J}=\frac{1}{4aN}-\frac{\gamma}{\sqrt N}.
\end{equation}
The sign can be understood by smearing the neighbours into a uniform density outside a circle of area $1/N$, of radius $b=1/\sqrt{\pi N}$. Relative to the full uniform background, the part inside the circle is missing:
\begin{equation}
-\int_0^b\frac{N}{2\pi r}\,2\pi r\,dr=-Nb=-0.56\sqrt N .
\end{equation}
The lattice sum gives $\gamma=0.621$. With $1/\sqrt N=10$ nm the correction is $-6.2$ nm, and $L=77.1$ nm. A separate calculation, for one disc in a reflecting cylinder of cross-section $1/N$ with the flux density on the disc left unknown, also gives 77.1 nm.

Traps at random positions have no such empty cell around them. Solving (\ref{eq:many}) for eight samples of 625 discs, kept at least $2a$ apart, gives $L=81.9\pm0.1$ nm, where the uncertainty is the standard error over samples. The coupling $1/(2\pi r)$ is too weak for discs that nearly touch, but such pairs are rare, and correcting it would raise $L$ by less than 0.1 nm. The finite periodic square contributes a small bias: each disc's own images lower $L$ by $0.621/(NS)=0.25$ nm for side $S=250$ nm at first order. Competition thus lowers the isolated-disc value by between 1 and 2\% for this random model and by 7\% for a square array.

For a regular arrangement of traps the oxide thickness matters little. In the cylinder model, reducing $t$ from 100 to 2 nm at fixed $N$ and $a$ changes $L$ from 77.1 to 75.9 nm. The uniform concentration imposed 2 nm above the interface suppresses part of the lateral variation. For discs at random positions the effect is larger: $L$ falls from about 82 to 77 nm. The traps then make up 97\% of the total resistance.

\paragraph{Finite hops.}
A continuum profile near a disc of 0.3 nm is doubtful when one hop is about as long as the disc radius. Consider instead a simple cubic lattice of spacing $l$, with hop rate $\Gamma$ to each neighbour, so that $D=\Gamma l^2$. One surface site is the trap. A site holds on average $cl^3$ atoms, and in the steady state the net inflow to the trap site equals the capture rate $k$:
\begin{equation}
\Gamma l^3\sum_m(c_m-c_s)=Dl\sum_m(c_m-c_s)=k .
\end{equation}
Here $c_s$ is the concentration on the trap site and $m$ runs over its neighbours. On every other site the corresponding sum vanishes.

Let $g$ be the response of the infinite lattice to a unit source: six times its value at a site, minus the sum over the neighbours, is 1 at the source and 0 elsewhere. Following a particle that spreads from the source and integrating its probability over time gives
\begin{equation}
g(0,0,m)=\int_0^\infty e^{-6s}I_0(2s)^2I_m(2s)\,ds ,
\end{equation}
because $e^{-2s}I_m(2s)$ is the probability of a displacement $m$ along one axis when the hop rate in each direction is 1. The reflecting interface is represented by a mirror source one plane below the trap. The two planes then have equal concentrations, and no net flux passes between them. Hence
\begin{equation}
c_s=c_i-\frac{k}{Dl}G_s,\qquad G_s=g(0,0,0)+g(0,0,1)=0.3388 .
\label{eq:site}
\end{equation}
For capture on arrival $c_s=0$, so $k=Dlc_i/G_s=2.95\,Dlc_i$. Comparison with (\ref{eq:disc}) gives
\begin{equation}
a_{\mathrm{eq}}=\frac{l}{4G_s}=0.738\,l,\qquad L=\frac{G_s}{Nl}.
\end{equation}
For $l=0.4$ nm the equivalent radius is 0.295 nm and $L=84.7$ nm. The chosen disc is therefore close to a single absorbing site with this hop length. The agreement depends on $l$: hops of 0.3 and 0.5 nm give 113 and 68 nm. For real traps, (\ref{eq:L}) is therefore good to a few tens of per cent at best.

\paragraph{Finite bonding rate.}
Suppose an atom on the trap site bonds at rate $w$, and otherwise hops away at the usual rates. Then $k=wl^3c_s$, or
\begin{equation}
c_s=\frac{k}{wl^3}=\frac{k}{Dl}\frac{\Gamma}{w},
\end{equation}
where $\Gamma=D/l^2$ was used. Inserting this into (\ref{eq:site}) and using $L=Dc_i/(Nk)$ gives
\begin{equation}
L=\frac{1}{Nl}\left(G_s+\frac{\Gamma}{w}\right).
\label{eq:bond}
\end{equation}
The disc estimate needs $w\gg\Gamma/G_s$, about three times the hop rate to one neighbour. At $w=\Gamma$ and $l=0.4$ nm, $L$ is already 335 nm. If the bonding barrier exceeds the hop barrier by 0.1 eV and the prefactors are equal, then $\Gamma/w=e^{0.1/0.02585}=47.9$ and $L\approx12\ \mu$m. The capture is then limited by the reaction, not by diffusion to the trap.

Equation (\ref{eq:bond}) also limits the isotope result. A common mass factor in $\Gamma$ and $w$ cancels, but zero-point energies can shift the two barriers differently. In that case $L$ depends on the isotope.

\paragraph{Cases compared.}
The last column is the flux relative to isolated discs, $183.3\ \mathrm{nm}/(t+L)$, with $t=100$ nm and $D$, $c_0$ and $N$ held fixed. The site rows neglect competition between traps, which in a square array would lower $L$ by about 6 nm at $l=0.4$ nm.

\begin{center}
\begin{tabular}{lrr}
\hline
Trap model & $L$ (nm) & Relative flux\\
\hline
Isolated discs, $a=0.3$ nm & 83 & 1.00\\
Discs in a square array & 77 & 1.04\\
Discs at random positions & 82 & 1.01\\
Absorbing site, $l=0.3$ nm & 113 & 0.86\\
Absorbing site, $l=0.4$ nm & 85 & 0.99\\
Absorbing site, $l=0.5$ nm & 68 & 1.09\\
Site with $w=\Gamma$, $l=0.4$ nm & 335 & 0.42\\
Site with extra 0.1 eV, $l=0.4$ nm & 12000 & 0.015\\
\hline
\end{tabular}
\end{center}

\subsection*{4. Other processes}

\paragraph{Leakage into silicon.}
Let an atom on a surface site enter silicon at rate $s\Gamma$ and not return. There are $c_il$ atoms per unit area in the surface layer, so the leakage flux is $s\Gamma c_il=sDc_i/l$. It equals the trap flux $Dc_i/L$ when
\begin{equation}
s=\frac lL=\frac{0.4}{83.3}=0.0048 .
\end{equation}
This is a strict demand on the reflecting interface. A silicon entry rate of half a percent of the ordinary hop rate doubles the flux leaving the oxide for a given $c_i$, and half of that flux never reaches a trap. At fixed $c_0$ the two sinks in parallel replace $L$ by $L/2$. The total flux then rises by the factor $(t+L)/(t+L/2)=1.29$, and the trap flux falls to $(t+L)/(2t+L)=0.65$ of its value without leakage.

\paragraph{Pairing into H$_2$.}
Take two atoms to combine when they come within $R=0.3$ nm. Their relative diffusivity is $2D$. Around one atom the steady concentration of partners is $c(1-R/r)$, which gives an inward rate $4\pi r^2(2D)cR/r^2=8\pi DRc$. This is the loss rate per atom, so $c''=8\pi Rc^2$ in the oxide. Multiply by $t-z$ and integrate by parts:
\begin{equation}
\int_0^t(t-z)c''\,dz=-t\,c'(0)+c_0-c(0)=c_0-(t+L)c'(0),
\end{equation}
where the trap condition $c(0)=Lc'(0)$ was used. Without pairing, $c'(0)=c_0/(t+L)$. The lost fraction of the trap flux is therefore
\begin{equation}
\frac{8\pi R}{c_0}\int_0^t(t-z)c^2\,dz
\approx8\pi Rc_0\int_0^t(t-z)\left(\frac{L+z}{L+t}\right)^2dz=0.16\% .
\end{equation}
The approximation inserts the profile without pairing. A numerical solution of the nonlinear equation gives the same 0.16\%. At first order the loss is proportional to $c_0$, which would give 16\% at $10^{16}\ \mathrm{cm^{-3}}$. Pairing then depletes the profile noticeably, and the nonlinear equation gives a smaller loss of 13\%.

\paragraph{Time dependence.}
One trap captures an atom on average every $N/J=18$ s, whereas the slowest relaxation time of the oxide profile is 2.3 ms. Both times vary as $1/D$, so their ratio does not depend on the assumed diffusivity; it does vary as $1/c_0$. The profile can therefore follow slow changes in $N$. If each capture removes a trap, $L$ grows as $1/N$: at $10^{10}\ \mathrm{cm^{-2}}$ it is 8.3 $\mu$m. The flux found in part 2 is then only the initial value. Integrating $dN/d\tau=-Dc_0/[t+1/(4aN)]$ from the starting density $N_0$ gives $\tau=[t(N_0-N)+\ln(N_0/N)/(4a)]/(Dc_0)$, so $N$ halves in 11 s, when the flux is 0.69 of its start, and falls to a tenth in 28 s. Atomic hydrogen can also react with a passivated centre, removing its hydrogen as H$_2$. Centres that still consume atoms in this way act as further traps, each with its own reaction rate $w$ in (\ref{eq:bond}).

\paragraph{Charge and quantum spread.}
The result does not apply to protons in an ordinary oxide field. At 1 MV/cm, drift changes the energy of a proton by $k_BT$ over $k_BT/(eE)=0.26$ nm, far less than $L$, so drift cannot be neglected. For neutral atoms the thermal wavelengths, 0.10 nm for hydrogen and 0.07 nm for deuterium, are smaller than $a$ but not negligible beside it. The isotope independence of $L$ is thus a classical result, and the size of its quantum correction has not been calculated here.

\paragraph{Relation to a real oxide.}
A density near $10^{12}\ \mathrm{cm^{-2}}$ is a rough value for unpassivated dangling bonds at a thermally oxidised silicon surface; a well-passivated interface has far fewer. The disc radius, hop length and diffusivity are round model values. The diffusivity of atomic hydrogen in oxide is uncertain, but when capture is immediate it affects the flux and the times, not $L$. With a finite bonding rate, $L$ also depends on it through $\Gamma/w$ in (\ref{eq:bond}). The model also treats the oxide bulk as inert apart from pairing; capture of atoms by defects inside the oxide would lower the flux reaching the interface and is not included. Real oxide is amorphous, so its hop lengths and barriers vary; the range from 68 to 113 nm shows the effect of changing the hop length and the trap size together, since the trap in that model is one lattice site. The estimate is meant for neutral atoms that bond with little or no barrier. Molecular hydrogen is a different case: its reaction with a dangling bond has a barrier of roughly 1.5 eV, well above its diffusion barrier, and (\ref{eq:bond}) then places it deep in the reaction-limited regime. For atomic hydrogen, the reflecting silicon surface is the assumption to examine first, since entry into silicon at half a percent of the hop rate to one neighbour is enough to rival the traps.

\section*{Computed values}
\begin{verbatim}
disc radius a = 0.30 nm
trap density N = 0.010 nm^-2 = 1.0e+12 cm^-2
mean spacing 1/sqrt(N) = 10.00 nm
covered area fraction = 0.00283
capture factor from hemisphere flux = 4.000000 (units D a c)
capture factor from cylinder cells = 3.9987 (units D a c)
equivalent oxide thickness L = 83.33 nm
L, square array = 77.13 nm
square-array reduction coefficient = 0.6207 (units 1/sqrt(N))
L, random discs = 81.88 +- 0.09 nm
L, cylinder cell, 100 nm oxide = 77.12 nm
L, cylinder cell, 2 nm oxide = 75.88 nm
lattice Green value G_s = 0.338795
site capture factor 1/G_s = 2.9516 (units D l c)
disc radius equivalent to one site, hop 0.4 nm = 0.2952 nm
L, absorbing site, hop 0.3 nm = 112.9 nm
L, absorbing site, hop 0.4 nm = 84.7 nm
L, absorbing site, hop 0.5 nm = 67.8 nm
L, bonding rate equal to hop rate = 335 nm
kT at 300 K = 0.02585 eV
hop/bond rate ratio for 0.1 eV extra barrier = 47.9
L, 0.1 eV extra barrier = 12048 nm
silicon leak ratio s that equals trap capture = 0.00480
oxide thickness t = 100 nm
total resistance length t + L = 183.33 nm
trap share of total resistance = 45.5 %
diffusivity D = 1.0e-08 cm^2/s = 1.0e+06 nm^2/s
top concentration c0 = 1.0e+14 cm^-3 = 1.0e-07 nm^-3
hydrogen flux = 5.455e+10 cm^-2 s^-1
interface/top concentration ratio = 0.4545
time per capture per trap = 18.33 s
slowest oxide relaxation time = 0.00229 s
pairing radius R = 0.30 nm
flux lost to H2 pairing = 0.159 %
flux lost to pairing, first order = 0.159 %
proton drift length kT/(eE) at 1 MV/cm = 0.259 nm
thermal wavelength of H = 0.1004 nm
thermal wavelength of D = 0.0710 nm
classical D/H flux ratio (mass^-1/2) = 0.7074
\end{verbatim}
